\section*{Return Probability of a Nearest-Neighbour Walker on the Diamond Lattice}

\section{Two temperatures, similar return probabilities}

A model iron atom hops between the interstices of silicon. In one second at 300~K it makes about 21 hops and has probability 0.372 of having revisited its starting site. In one second at 1000~K it makes $3.6\times10^{9}$ hops, $1.7\times10^{8}$ times as many, yet the probability rises only to 0.442. Most returns happen early, and more than half of all walkers never return. The limiting value follows from the geometry of the lattice:
\begin{equation}
G_{\rm dia}=\tfrac43\,G_{\rm fcc}=1.79288,\qquad
F_{\rm dia}=1-\frac1{G_{\rm dia}}=0.44224 .
\label{main}
\end{equation}
Here $G$ is the expected number of visits to the starting site, counting the start as one, and $F$ is the probability of ever returning.

The assumptions are an infinite lattice, unlimited time, no sinks, and hops to the four nearest neighbours with probability $1/4$ each, independent of earlier hops. The fcc walker has twelve equally likely neighbours. The cubic edge is $a$ and the hop length is $b=\sqrt3\,a/4$.

\section{From visits to returns}

Let $p_n$ be the probability of being at the start after $n$ hops, and $f_n$ that of returning for the first time at hop $n$. For $n\ge1$, a walker at home at hop $n$ returned first at some hop $m\le n$, so $p_n=\sum_{m=1}^n f_m p_{n-m}$, with $p_0=1$. Multiplying by $z^n$ and summing, with $P(z)=\sum_{n\ge0}p_nz^n$ and $F(z)=\sum_{n\ge1}f_nz^n$, gives
\begin{equation}
P(z)=1+F(z)P(z),\qquad F(z)=1-\frac1{P(z)} .
\label{renewal}
\end{equation}
All coefficients are non-negative, so both sums increase to their values at $z=1$ as $z\to1^-$. Hence $F=1-1/G$ with $G=P(1)$.

\section{Origin of the factor four thirds}

From sublattice A the hops are
\[
\mathbf e_j=\tfrac a4\{(1,1,1),(1,-1,-1),(-1,1,-1),(-1,-1,1)\};
\]
from sublattice B they are $-\mathbf e_j$. Define $\gamma(\mathbf k)=\frac14\sum_j e^{i\mathbf k\cdot\mathbf e_j}$. Independent hops multiply their phase averages, so $2n$ hops from A give $\gamma^n(\gamma^*)^n=|\gamma|^{2n}$. Averaging over the Brillouin zone, written $\langle\cdots\rangle$, selects zero displacement:
\begin{equation}
p_{2n}=\langle|\gamma|^{2n}\rangle,\qquad p_{2n+1}=0 .
\end{equation}

Now expand the square:
\begin{equation}
|\gamma|^2=\frac1{16}\sum_{j,l}e^{i\mathbf k\cdot(\mathbf e_j-\mathbf e_l)}
=\frac{4+12\lambda}{16}=\frac{1+3\lambda}{4}.
\label{key}
\end{equation}
The four terms with $j=l$ equal one. Two different bonds agree in one component and differ in sign in the other two. Their twelve ordered differences are therefore $(a/2)(\pm1,\pm1,0)$ and its permutations, each occurring once. These are the fcc neighbour vectors, and $\lambda$ is the mean of their phases. Two diamond hops thus form one fcc step that rests with probability $1/4$.

Summing the geometric series and inserting (\ref{key}) gives
\begin{align}
P_{\rm dia}(z)&=\left\langle\frac1{1-z^2(1+3\lambda)/4}\right\rangle
=\frac1{1-z^2/4}\left\langle\frac1{1-\frac{3z^2}{4-z^2}\lambda}\right\rangle\nonumber\\
&=\frac1{1-z^2/4}\,P_{\rm fcc}\!\left(\frac{3z^2}{4-z^2}\right).
\end{align}
At $z=1$ the argument on the right is also one and the prefactor is $4/3$. For $0<z<1$ the argument differs from $z$, so the two generating functions are not simply proportional.

The result is finite. The equality $\lambda=1$ requires all twelve phases to be one, which happens at $\mathbf k=0$ up to reciprocal-lattice vectors. Near it, $1-\lambda\simeq k^2a^2/12$, and the volume element $k^2\,dk$ removes the $1/k^2$ singularity.

Since $1/G_{\rm fcc}=1-F_{\rm fcc}$,
\begin{equation}
F_{\rm dia}=1-\tfrac34(1-F_{\rm fcc})=\tfrac14+\tfrac34F_{\rm fcc}.
\label{prob}
\end{equation}
After two hops the walker is home with probability $1/4$. Otherwise it is on an fcc neighbour, from which it reaches home with probability $F_{\rm fcc}$; rests delay the arrival but do not prevent it. With $F_{\rm fcc}=0.256318$ the sum is $0.25+0.192239=0.442239$.

\section{A one-dimensional integral for the number}

Set $x=k_xa/2$, and likewise $y,z$, where $z$ is now an angle. Adding the phases gives $\lambda=(c_xc_y+c_yc_z+c_zc_x)/3$ with $c_x=\cos x$. The cube $[-\pi,\pi]^3$ contains two whole zones, and $\lambda$ is even in each angle, so the average may be taken over $[0,\pi]^3$. Put
\[
A=1-\frac{c_xc_y}3,\qquad B=\frac{c_x+c_y}3,\qquad 1-\lambda=A-B\cos z .
\]
With $s=\tan(z/2)$,
\begin{equation}
\frac1\pi\int_0^\pi\frac{dz}{A-B\cos z}
=\frac1\pi\int_0^\infty\frac{2\,ds}{(A-B)+(A+B)s^2}
=\frac1{\sqrt{A^2-B^2}} .
\end{equation}
Let $x=2u$, $y=2v$, so that $1+c_x=2\cos^2u$ and $1-c_x=2\sin^2u$. Then
\begin{align}
3(A-B)&=4-(1+c_x)(1+c_y)=4(1-\cos^2u\cos^2v),\nonumber\\
3(A+B)&=4-(1-c_x)(1-c_y)=4(1-\sin^2u\sin^2v).
\end{align}
Both are positive inside the domain, as the integral required. The square root supplies a factor $3/4$, which the $4/3$ of (\ref{main}) cancels; $dx\,dy=4\,du\,dv$ then gives
\begin{equation}
G_{\rm dia}=\frac4{\pi^2}\int_0^{\pi/2}\!\!\int_0^{\pi/2}
\frac{du\,dv}{\sqrt{(1-\cos^2u\cos^2v)(1-\sin^2u\sin^2v)}} .
\end{equation}

For the $v$-integral put $t=\tan v$. The two factors become $(t^2+\sin^2u)/(1+t^2)$ and $(1+t^2\cos^2u)/(1+t^2)$, while $dv=dt/(1+t^2)$. The integral is
\begin{equation}
I(u)=\int_0^\infty\frac{dt}{\sqrt{(t^2+\sin^2u)(1+t^2\cos^2u)}}
=\frac{J(\sin u,1/\cos u)}{\cos u},
\end{equation}
where $J(\alpha,\beta)=\int_0^\infty dt\,[(t^2+\alpha^2)(t^2+\beta^2)]^{-1/2}$.

To evaluate $J$, substitute $h=(t-\alpha\beta/t)/2$, which runs from $-\infty$ to $\infty$. Direct squaring gives
\begin{align}
\sqrt{h^2+\alpha\beta}&=\frac{t^2+\alpha\beta}{2t},\qquad
\frac{dh}{\sqrt{h^2+\alpha\beta}}=\frac{dt}{t},\nonumber\\
(t^2+\alpha^2)(t^2+\beta^2)&=4t^2\left[h^2+\left(\frac{\alpha+\beta}2\right)^2\right].
\end{align}
The factor $1/2$ from the last root reduces the even integral over the whole line to the half line. Thus $J(\alpha,\beta)=J((\alpha+\beta)/2,\sqrt{\alpha\beta})$. Repeating this replacement drives both arguments to their arithmetic-geometric mean ${\rm AGM}(\alpha,\beta)$. Since $J(\mu,\mu)=\pi/(2\mu)$, continuity gives $J=\pi/[2\,{\rm AGM}(\alpha,\beta)]$. The AGM scales with its arguments, so $I(u)=\pi/[2\,{\rm AGM}(1,\sin u\cos u)]$. Setting $w=2u$ and using symmetry about $w=\pi/2$,
\begin{equation}
\boxed{G_{\rm dia}=\frac2\pi\int_0^{\pi/2}\frac{dw}{{\rm AGM}(1,\frac12\sin w)}}
\label{agm}
\end{equation}

For implementation, the integrand has an integrable logarithmic singularity at $w=0$. The substitution $w=(\pi/2)s^3$ softens it; going from 20 to 40 Gauss nodes then shifts $G$ by $2.5\times10^{-8}$. The value also agrees, within a working precision of 25 digits, with $12\,\Gamma(1/3)^6/(2^{14/3}\pi^4)$, a numerical comparison that is not used in the derivation.

\section{Walk counts and finite time}

An independent series comes from counting closed walks. Suppose the A-to-B hops use bond $j$ $n_j$ times and the B-to-A hops use it $m_j$ times. Closure needs $\sum_j(n_j-m_j)\mathbf e_j=0$. The one linear relation among the bonds is $\sum_j\mathbf e_j=0$, so all differences $n_j-m_j$ are equal; they sum to zero, so each vanishes. The number of walks is the sum of squared multinomials. Grouping bonds as two pairs, with $k=n_1+n_2$, and using $\sum_i\binom ki^2=\binom{2k}k$ gives
\begin{equation}
p_{2n}=16^{-n}\sum_{k=0}^n\binom nk^2\binom{2k}k\binom{2n-2k}{n-k}.
\label{counts}
\end{equation}
For example $p_2=1/4$ and $p_4=28/256$. The renewal relation yields $f_2=1/4$ and $f_4=p_4-f_2p_2=0.046875$, hence a return probability of 0.296875 by hop 4.

The hop directions are independent and have zero mean, so $\langle r^2\rangle=Nb^2$ after $N$ hops. For large $n$, $p_{2n}$ is the volume $a^3/4$ per site of one sublattice times the Gaussian density at zero:
\begin{equation}
p_{2n}\simeq\frac{a^3}4\left(\frac3{4\pi nb^2}\right)^{3/2}
=\frac14\left(\frac4{\pi n}\right)^{3/2}.
\end{equation}
Integrating over $n>N/2$ gives the expected visits after hop $N$, $C/\sqrt N$ with $C=\frac14(8/\pi)^{3/2}=1.0159$. When (\ref{counts}) is summed through hop 6000, the remaining terms $n\ge3001$ are well approximated by an integral starting at the midpoint $n=3000.5$, that is, $N=6001$. Adding the tail $C/\sqrt{6001}$ gives $G=1.792882$. A separate three-dimensional quadrature gives $G_{\rm fcc}=1.344661$, with an extrapolation shift of $3.7\times10^{-6}$. Their ratio is 1.333334, a test of the factor $4/3$ from separately computed values.

A late visit consists, to leading order, of early returns, one long excursion and later returns. The early and late parts each contribute a factor $G$, so the first-return tail is smaller than the visit tail by $G^2$:
\begin{equation}
F-F_N\simeq\frac{C}{G^2\sqrt N}=\frac{0.316}{\sqrt N}.
\label{time}
\end{equation}
At $N=1000$ this predicts 0.00999; the renewal sum gives $0.442239-0.432248=0.00999$.

\section{Interstitial iron in silicon}

The tetrahedral interstices of silicon form a diamond lattice of their own. The rough inputs are $a=0.543$~nm, a barrier of 0.70~eV and an attempt rate of $3\times10^{12}$~s$^{-1}$ per saddle. With four exits,
\[
\Gamma=4(3\times10^{12}\,{\rm s}^{-1})e^{-0.70\,{\rm eV}/k_BT},
\qquad D=\frac{\Gamma b^2}{6},\qquad b=0.2351\,{\rm nm}.
\]
At 1000~K, $\Gamma=3.56\times10^9$~s$^{-1}$ and $D=3.3\times10^{-7}$~cm$^2$/s. At 300~K they are 20.9~s$^{-1}$ and $1.9\times10^{-15}$~cm$^2$/s. Temperature changes the clock but not the eventual $F$, because all four exits speed up equally.

In continuous time the hop number is Poisson distributed, so
\begin{equation}
F(t)=\sum_{n\ge1}f_{2n}\,{\rm Pr}[N(t)\ge2n].
\end{equation}
At 300~K and $t=1$~s this gives 0.3721. Equation (\ref{time}) with $N=20.9$ already gives $0.442-0.069=0.373$. A simulation of 200\,000 walkers gives $0.3740\pm0.0011$ (one standard error), which is 1.8 standard errors above the sum. At 1000~K the missing probability after one second is $5\times10^{-6}$. The slow $N^{-1/2}$ tail and the large early contribution explain the opening numbers.

\section{When the model is changed}

\paragraph{Distant sinks.} Far from the start, the expected visits per site follow from steady diffusion with coefficient $b^2/6$ per hop and site volume $a^3/8$:
\begin{equation}
g(R)\simeq\frac{a^3/8}{4\pi(b^2/6)R}=\frac a{\pi R}.
\end{equation}
An absorbing shell of radius $R$ removes these visits, since a walker reaching it would otherwise have made $g(R)$ further visits home on average. Solving the hop equations inside shells of radius $4a$ and $6a$, then adding $a/(\pi R)$, gives $G=1.7955$ and 1.7939, approaching 1.7929. A shell at 100~nm lowers $F$ to 0.4417.

\paragraph{An unequal last hop.} Let each first neighbour hop home with probability $p$ and outward with equal probabilities. Let $r$ be the chance of regaining the first shell after an outward hop. Its four sites are equivalent, so $F_p=p+(1-p)rF_p$, or
\begin{equation}
F_p=\frac p{1-(1-p)r},\qquad r=\frac{F_{\rm fcc}}{F_{\rm dia}}=0.580 .
\end{equation}
The value of $r$ follows by setting $p=1/4$ and comparing with (\ref{prob}). If the last barrier is lower by $\delta$, then $p=e^{\delta/k_BT}/(e^{\delta/k_BT}+3)$. For an assumed $\delta=0.05$~eV, $p=0.373$ and $F_p=0.586$ at 1000~K; at 300~K they are 0.698 and 0.846. The limits are sensible: $F_p\to0$ as $p\to0$, and $F_p\to1$ as $p\to1$.

\paragraph{Long hops.} Let a fraction $q$ of hops go to the twelve second neighbours. In sublattice space the hop matrix has diagonal elements $q\lambda$ and off-diagonal elements $(1-q)\gamma$, $(1-q)\gamma^*$. Inverting one minus this matrix gives
\begin{align}
G_q&=\left\langle\frac{1-q\lambda}{(1-q\lambda)^2-(1-q)^2|\gamma|^2}\right\rangle
=\left\langle\frac{1-q\lambda}{(1-\lambda)(K-q^2\lambda)}\right\rangle\nonumber\\
&=\frac{1-q}{K-q^2}G_{\rm fcc}
+\left\langle\frac{q(K-q)}{(K-q^2)(K-q^2\lambda)}\right\rangle,
\end{align}
with $K=1-(1-q)^2/4$. The denominator factorizes because $K+q^2=2q+\frac34(1-q)^2$; recombining the last two terms restores the numerator $1-q\lambda$. At $q=0$ the factor $4/3$ returns. For an assumed $q=0.10$, the terms are $1.537+0.111=1.648$, and $F=0.393$, which is 11\% below the nearest-neighbour value.

\paragraph{The real material.} The barrier and attempt rate are rough but typical for interstitial iron; $\delta$ and $q$ are test sizes, not measured properties. The one-second result at 300~K depends on the barrier: lowering it by 0.03~eV triples the number of hops and raises the return probability from 0.37 to about 0.40. The eventual value 0.442 does not depend on it. Near charged impurities the model fails for an electrical reason. Positively charged iron is attracted to ionized acceptors such as boron. Interstitial iron is mostly positive in p-type silicon at 300~K, but at 1000~K much of it is neutral when the acceptor density is well below the intrinsic carrier density of about $10^{18}$~cm$^{-3}$, while at $10^{19}$~cm$^{-3}$ most of it stays positive; the estimates below apply only while it is charged. With relative permittivity 11.7 and no screening by mobile carriers, the Coulomb energy equals $k_BT$ at 1.4~nm for 1000~K and 4.8~nm for 300~K. Screening shortens these distances: at 1000~K, about $10^{18}$~cm$^{-3}$ each of thermally excited electrons and holes reduce the first to roughly 1.1~nm. At one hop length the unscreened energy is 0.52~eV, although a macroscopic permittivity is itself rough there. What biases the walk is the difference between exits: evaluated at the hop midpoints, the same formula makes the exit barriers from a site next to such a start differ by 0.1 to 0.2~eV, two to four times the assumed $\delta$. For charged iron, a start beside an acceptor therefore needs site-dependent hop rates, and 0.442 should not be used. For neutral iron away from traps all sites are equivalent, so a barrier lowered only around the start does not arise; that case needs a defect that singles out the starting site. Long hops can occur anywhere, and at the fraction assumed above they would matter far more than a sink 100~nm away. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
diamond visits G_dia = 1.7928815776
diamond return probability F = 0.4422386774
mean number of returns = 0.792882
gamma-form difference = 1.3e-25
Gauss shift, 20 to 40 nodes = 2.53e-08
fcc visits, 3D mesh = 1.344661
fcc extrapolated mesh shift = 3.65e-06
fcc return probability = 0.256318
diamond visits, walk series = 1.7928821
series/fcc-mesh ratio = 1.333334
returned by hop 2 = 0.250000
returned by hop 4 = 0.296875
returned by hop 10 = 0.345627
returned by hop 100 = 0.410740
returned by hop 1000 = 0.432248
visit-tail coefficient = 1.01590
cluster R=4a: raw, corrected G = 1.71592, 1.79550
cluster R=6a: raw, corrected G = 1.74089, 1.79394
corrected cluster shift = -1.56e-03
Si edge a, hop length b = 0.543, 0.2351 nm
barrier = 0.70 eV
attempt rate per saddle = 3.0e+12 1/s
time considered = 1.0 s
1000 K: total hop rate = 3.559e+09 1/s
1000 K: diffusion coefficient = 3.279e-07 cm2/s
1000 K: biased home-hop probability = 0.3732
1000 K: F with lower last barrier = 0.5862
1000 K: Coulomb radius = 1.428 nm
300 K: total hop rate = 2.088e+01 1/s
300 K: diffusion coefficient = 1.924e-15 cm2/s
300 K: biased home-hop probability = 0.6975
300 K: F with lower last barrier = 0.8458
300 K: Coulomb radius = 4.761 nm
last-barrier lowering = 0.05 eV
1000 K: F missing after time = 5.30e-06
300 K: return within time = 0.37206
300 K: simulated return = 0.37401
simulation standard error = 0.00108
simulated r^2/(hops b^2) = 0.9956
sink radius = 100 nm; F = 0.441700
long-hop fraction = 0.10; G = 1.64782
F with long hops = 0.39314
long-hop mesh shift in G = 0.0e+00
relative permittivity = 11.7
Coulomb energy at one hop length = 0.523 eV
\end{verbatim}
